# Independent-electron density response from two Green functions and a contour integral

The random-phase approximation builds its correlation energy from the density response $\chi_0$ of independent electrons. This problem obtains $\chi_0$ from the one-particle Green function $G$, finds which pairs of orbitals contribute, and evaluates the result for benzene.

**Setting.** Electrons move independently in orthonormal orbitals $\varphi_p(\mathbf r)$ with energies $\varepsilon_p$. The temperature is zero until part (g). Each level is either filled or empty, and no level lies at the chemical potential $\mu$. Indices $i$ denote filled orbitals, $a$ empty ones, and $p,q$ any orbital. The orbital set is finite, as in a basis-set calculation, so sums and integrals may be interchanged. Hartree atomic units are used. One spin is treated at a time. Opposite spins have no mutual contraction in the average of part (a), so a closed shell gives twice the one-spin result.

With $1=(\mathbf r,t)$, $2=(\mathbf r',0)$, $T$ the fermionic time ordering and $\delta n=n-\langle n\rangle$, define

$$iG(1,2)=\langle T\psi(1)\psi^\dagger(2)\rangle,\qquad i\chi_0(1,2)=\langle T\,\delta n(1)\,\delta n(2)\rangle .$$

This $\chi_0$ is the time-ordered response. Part (e) connects it with the retarded response, which describes what a real perturbation does.

## (a) Express $\chi_0$ through $G$, with its prefactor.

**Solution.** Let $c_p$ remove an electron from orbital $p$, and let $f_p$ be 1 for filled and 0 for empty levels. Since $c_qc_r^\dagger=\delta_{qr}-c_r^\dagger c_q$,

$$\langle c_p^\dagger c_q c_r^\dagger c_s\rangle=\delta_{qr}\delta_{ps}f_p-\langle c_p^\dagger c_r^\dagger c_qc_s\rangle .$$

In a determinant, the last average is nonzero only if the two electrons removed are put back into the same two orbitals:

$$\langle c_p^\dagger c_r^\dagger c_qc_s\rangle=f_pf_r(\delta_{ps}\delta_{rq}-\delta_{pq}\delta_{rs}).$$

The minus sign comes from exchanging two annihilators. Therefore

$$\langle c_p^\dagger c_q c_r^\dagger c_s\rangle=f_pf_r\,\delta_{pq}\delta_{rs}+f_p(1-f_q)\,\delta_{ps}\delta_{qr}.$$

The first term is the product of mean densities, which $\delta n$ subtracts. The second is $\langle c_p^\dagger c_s\rangle\langle c_qc_r^\dagger\rangle$. Time evolution only multiplies each $c_p$ by $e^{-i\varepsilon_pt}$, so for $t>0$

$$\langle\delta n(1)\delta n(2)\rangle=\langle\psi^\dagger(1)\psi(2)\rangle\,\langle\psi(1)\psi^\dagger(2)\rangle .$$

For this time order, $\langle\psi(1)\psi^\dagger(2)\rangle=iG(1,2)$. In $iG(2,1)$ the operator $\psi^\dagger(1)$ is the later one and must be moved to the left, which costs a sign: $\langle\psi^\dagger(1)\psi(2)\rangle=-iG(2,1)$. Thus

$$i\chi_0(1,2)=[-iG(2,1)][iG(1,2)]=G(1,2)G(2,1).$$

For $t<0$ the labels 1 and 2 exchange roles, and the product is unchanged. Dividing by $i$ gives

$$\boxed{\chi_0(\mathbf r,\mathbf r',t)=-i\,G(\mathbf r,\mathbf r',t)\,G(\mathbf r',\mathbf r,-t)}$$

The step used a single determinant. With interactions, the average of four operators no longer factorizes in this way in general.

## (b) Find $G(\mathbf r,\mathbf r',\omega)$ and locate its poles.

**Solution.** Inserting $\psi(\mathbf r,t)=\sum_p\varphi_p(\mathbf r)c_pe^{-i\varepsilon_pt}$ into the definition gives

$$G(t>0)=-i\sum_a\varphi_a(\mathbf r)\varphi_a^*(\mathbf r')e^{-i\varepsilon_at},\qquad G(t<0)=+i\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')e^{-i\varepsilon_it}.$$

An added electron needs an empty level, and a removed one must come from a filled level. To make the Fourier integral $\int dt\,e^{i\omega t}G(t)$ converge, multiply $G$ by $e^{-\eta|t|}$ with $\eta>0$. The two kinds of level give

$$-i\int_0^\infty dt\,e^{i(\omega-\varepsilon_a+i\eta)t}=\frac{1}{\omega-\varepsilon_a+i\eta},\qquad i\int_{-\infty}^0dt\,e^{i(\omega-\varepsilon_i-i\eta)t}=\frac{1}{\omega-\varepsilon_i-i\eta}.$$

With $s_p=+1$ for empty and $s_p=-1$ for filled levels,

$$G(\mathbf r,\mathbf r',\omega)=\sum_p\frac{\varphi_p(\mathbf r)\varphi_p^*(\mathbf r')}{\omega-\varepsilon_p+i\eta s_p}.$$

The pole at $\varepsilon_p-i\eta s_p$ lies below the real axis for an empty level and above it for a filled one.

## (c) Turn the product in time into a frequency integral.

**Solution.** Write $G(\mathbf r,\mathbf r',t)=\int\frac{d\omega_1}{2\pi}e^{-i\omega_1t}G(\mathbf r,\mathbf r',\omega_1)$ and $G(\mathbf r',\mathbf r,-t)=\int\frac{d\omega'}{2\pi}e^{+i\omega't}G(\mathbf r',\mathbf r,\omega')$. The time integral of the product with $e^{i\omega t}$ is

$$\int dt\,e^{i(\omega-\omega_1+\omega')t}=2\pi\,\delta(\omega-\omega_1+\omega'),$$

which sets $\omega_1=\omega'+\omega$ and cancels one factor $2\pi$:

$$\chi_0(\mathbf r,\mathbf r',\omega)=-i\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\,G(\mathbf r,\mathbf r',\omega'+\omega)\,G(\mathbf r',\mathbf r,\omega').$$

Inserting (b) separates space from frequency, $\chi_0=\sum_{pq}W_{pq}I_{pq}(\omega)$, with

$$W_{pq}=\varphi_p(\mathbf r)\varphi_p^*(\mathbf r')\varphi_q(\mathbf r')\varphi_q^*(\mathbf r),$$

$$I_{pq}(\omega)=-i\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\,\frac{1}{(\omega'+\omega-\varepsilon_p+i\eta s_p)(\omega'-\varepsilon_q+i\eta s_q)}.$$

## (d) Evaluate $I_{pq}$ for every combination of filled and empty levels.

**Solution.** The integrand has poles at

$$\omega'=\varepsilon_p-\omega-i\eta s_p,\qquad \omega'=\varepsilon_q-i\eta s_q .$$

On a semicircle of radius $R$ the integrand is of order $1/R^2$ and the path has length $\pi R$, so the arc contributes nothing as $R\to\infty$. The contour may be closed in either half plane.

*Both empty.* Both poles lie below the axis. Closing above encloses none, so $I_{pq}=0$.

*Both filled.* Both poles lie above. Closing below gives $I_{pq}=0$.

These zeros hold at finite $\eta$. They also hold when the two poles merge into a double pole, as for $p=q$ at $\omega=0$, because the empty half plane stays empty.

*$p$ empty, $q$ filled.* Close above, counterclockwise, around $\omega'=\varepsilon_q+i\eta$. The prefactor is $-i\cdot2\pi i/2\pi=1$, and the remaining denominator at the pole gives

$$I_{pq}=\frac{1}{\varepsilon_q+i\eta+\omega-\varepsilon_p+i\eta}=\frac{1}{\omega-(\varepsilon_p-\varepsilon_q)+2i\eta}.$$

*$p$ filled, $q$ empty.* The upper pole is now $\omega'=\varepsilon_p-\omega+i\eta$, and

$$I_{pq}=\frac{1}{\varepsilon_p-\omega+i\eta-\varepsilon_q+i\eta}=-\frac{1}{\omega+(\varepsilon_q-\varepsilon_p)-2i\eta}.$$

The shift is $2\eta$ because each Green function carries its own factor $e^{-\eta|t|}$.

For a numerical case take $\mu=0$, $\omega=0.30$ and $\eta=0.05$ hartree, with an empty level at $0.2$ and a filled one at $-0.5$ hartree. The two surviving integrals, in hartree$^{-1}$, are

$$\frac{1}{0.3-0.7+0.1i}=-2.353-0.588i,\qquad -\frac{1}{0.3+0.7-0.1i}=-0.990-0.099i .$$

Direct quadrature along the real axis gives the same values, and zero for the same-side pairs tried.

The time picture gives the reason for the zeros. An empty level enters $G(t)$ only for $t>0$ and $G(-t)$ only for $t<0$. Two empty levels therefore give a product $\theta(t)\theta(-t)$, which vanishes except possibly at $t=0$, where a finite value has no weight in the integral. Two filled levels behave likewise. A density fluctuation has to move an electron out of a filled level into an empty one.

## (e) Assemble $\chi_0(\omega)$ and relate it to the retarded response.

**Solution.** Let $\Delta_{ai}=\varepsilon_a-\varepsilon_i>0$. Taking $(p,q)=(a,i)$ and then $(i,a)$, and noting that $W_{ia}=W_{ai}^*$,

$$\boxed{\chi_0(\mathbf r,\mathbf r',\omega)=\sum_{ia}\left[\frac{W_{ai}}{\omega-\Delta_{ai}+i0}-\frac{W_{ai}^*}{\omega+\Delta_{ai}-i0}\right]}$$

$$W_{ai}=\varphi_i^*(\mathbf r)\varphi_a(\mathbf r)\,\varphi_a^*(\mathbf r')\varphi_i(\mathbf r').$$

Here $i0$ stands for $2i\eta$ with $\eta\to0^+$. For real orbitals $W_{ai}$ is real, and away from the poles the bracket becomes $2\Delta_{ai}W_{ai}/(\omega^2-\Delta_{ai}^2)$.

Now apply a weak potential $V(t)=\int d\mathbf r'\,v(\mathbf r',t)n(\mathbf r')$. To first order the interaction-picture evolution operator is $1-i\int^tdt'\,V(t')$, so the density changes by $-i\int^tdt'\langle[n(\mathbf r,t),V(t')]\rangle$. The response function is therefore

$$\chi_0^R(t)=-i\theta(t)\langle[\delta n(\mathbf r,t),\delta n(\mathbf r',0)]\rangle .$$

By (a), $\langle\delta n(\mathbf r,t)\delta n(\mathbf r',0)\rangle=\sum_{ia}W_{ai}e^{-i\Delta_{ai}t}$. The reversed product is its complex conjugate, because the densities are Hermitian. For $z$ in the upper half plane, $-i\int_0^\infty dt\,e^{i(z\mp\Delta)t}=1/(z\mp\Delta)$, and so

$$\chi_0^R(z)=\sum_{ia}\left[\frac{W_{ai}}{z-\Delta_{ai}}-\frac{W_{ai}^*}{z+\Delta_{ai}}\right].$$

On the real axis $z=\omega+i0$, and both retarded poles lie below the axis. The time-ordered function has its second pole, at $-\Delta_{ai}$, above the axis. The two functions thus share pairs and weights but differ near negative resonance frequencies. For $\omega\ge0$ the second denominator cannot vanish, its infinitesimal is irrelevant, and the functions agree. Continued from there into the upper half plane, they also agree at $z=iu$ with $u>0$.

An orbital with fractional occupation $f$ would break the derivation. Its Green function, $(1-f)/(\omega-\varepsilon+i\eta)+f/(\omega-\varepsilon-i\eta)$, has a pole on each side of the axis, so the zeros of (d) no longer follow for it.

## (f) Obtain $\chi_0(iu)$ from Green functions at complex frequency. Does the choice of $\mu$ inside the gap matter?

**Solution.** Put $\omega=iu$ and turn the path of integration to $\omega'=\mu+iu'$. Then $d\omega'=i\,du'$ and $-i\cdot i=1$, which suggests

$$\chi_0(\mathbf r,\mathbf r',iu)=\int_{-\infty}^{\infty}\frac{du'}{2\pi}\,G(\mathbf r,\mathbf r',\mu+iu'+iu)\,G(\mathbf r',\mathbf r,\mu+iu'),$$

with $G(\mathbf r,\mathbf r',z)=\sum_p\varphi_p(\mathbf r)\varphi_p^*(\mathbf r')/(z-\varepsilon_p)$. No $\eta$ is needed, because the path passes through the gap and meets no pole. To verify the formula, set $\zeta=iu'$ and $e_p=\varepsilon_p-\mu$. Each pair contributes

$$\int_{-i\infty}^{i\infty}\frac{d\zeta}{2\pi i}\,\frac{1}{(\zeta+iu-e_p)(\zeta-e_q)}.$$

The poles $\zeta=e_p-iu$ and $\zeta=e_q$ lie to the right of the path for empty levels and to the left for filled ones. Same-side pairs again give zero, by closing on the other side. Otherwise close to the left, which is counterclockwise:

- $p=a$, $q=i$: the pole at $e_i$ gives $1/(e_i+iu-e_a)=1/(iu-\Delta_{ai})$.
- $p=i$, $q=a$: the pole at $e_i-iu$ gives $1/(e_i-iu-e_a)=-1/(iu+\Delta_{ai})$.

These are the terms of (e) at $z=iu$. Only energy differences remain, so any $\mu$ inside the gap gives the same result. Here $\mu$ has one task, to separate filled from empty levels.

## (g) What happens to same-side pairs at temperature $\mathcal T>0$?

**Solution.** Let $\beta=1/k\mathcal T$, measure energies from $\mu$, and let $f_p=1/(e^{\beta\varepsilon_p}+1)$. The factorization in (a) still holds in the grand-canonical ensemble used here, because different levels are then independently occupied. At a strictly fixed electron number the occupations are correlated, and the factorization fails in general. In imaginary time $\tau$ define $\mathcal G=-\langle T_\tau\psi\psi^\dagger\rangle$ and $\chi_0=-\langle T_\tau\delta n\,\delta n\rangle$. The sign counting of (a) now gives $\chi_0(\tau)=\mathcal G(\mathbf r,\mathbf r',\tau)\mathcal G(\mathbf r',\mathbf r,-\tau)$.

For one level and $0<\tau<\beta$, $\mathcal G_p(\tau)=-(1-f_p)e^{-\varepsilon_p\tau}$. With $\nu_n=(2n+1)\pi k\mathcal T$, so that $e^{i\nu_n\beta}=-1$,

$$\int_0^\beta d\tau\,e^{i\nu_n\tau}\mathcal G_p(\tau)=\frac{(1-f_p)(1+e^{-\beta\varepsilon_p})}{i\nu_n-\varepsilon_p}=\frac{1}{i\nu_n-\varepsilon_p}.$$

Fourier transforming the product at $\omega_m=2\pi mk\mathcal T$ gives, for each pair,

$$J_{pq}=k\mathcal T\sum_nF(i\nu_n),\qquad F(z)=\frac{1}{(z+i\omega_m-\varepsilon_p)(z-\varepsilon_q)}.$$

The function $f(z)=1/(e^{\beta z}+1)$ has poles at $z=i\nu_n$ with residue $-k\mathcal T$. On large circles passing between these poles $fF$ falls as $1/|z|^2$, so all its residues add to zero. Hence $J_{pq}$ equals the sum of the residues of $fF$ at the two poles of $F$. Since $e^{-i\beta\omega_m}=1$, $f(\varepsilon_p-i\omega_m)=f_p$, and

$$J_{pq}=\frac{f_q}{\varepsilon_q+i\omega_m-\varepsilon_p}+\frac{f_p}{\varepsilon_p-i\omega_m-\varepsilon_q}=\frac{f_q-f_p}{i\omega_m+\varepsilon_q-\varepsilon_p}.$$

If the two poles coincide, the limit of this expression applies. Levels of different energy on the same side now have different occupations and do contribute. For two levels above $\mu$, at $\varepsilon_p=0.5$ and $\varepsilon_q=0.3$ hartree, with $k\mathcal T=0.10$ hartree and $m=0$,

$$J_{pq}=\frac{1/(e^{3}+1)-1/(e^{5}+1)}{0.3-0.5}=-0.204\ \text{hartree}^{-1}.$$

At $k\mathcal T=0.05$ hartree the value is $-0.012$ hartree$^{-1}$. These two settings correspond to about 31,600 K and 15,800 K, chosen to make the effect visible. As $\mathcal T\to0$ all $f_p$ become 0 or 1, same-side pairs vanish, and the factors of (f) return. The restriction to filled-empty pairs is thus exact only at zero temperature. The correction matters when levels lie within a few $k\mathcal T$ of $\mu$. At 300 K an empty level $0.098$ hartree above $\mu$, half the benzene gap of part (h), has an occupation of about $10^{-45}$, and the restriction holds for all practical purposes.

## (h) Find the static bare polarizability of benzene, and its in-plane value at $u=0.50$ hartree.

Use PBE orbitals in the 6-31G basis and a regular hexagon with C–C and C–H lengths of 1.40 and 1.09 Å.

**Solution.** A uniform field of strength $\mathcal E$ along $x$ gives an electron the potential energy $\mathcal E x$. The induced dipole is $-\int x\,\delta n\,d\mathbf r$, so $\alpha_0=-\iint x\,\chi_0\,x'\,d\mathbf r\,d\mathbf r'$. The integral of $xW_{ai}x'$ is $|\langle i|x|a\rangle|^2$. With real orbitals and the spin factor 2,

$$\alpha_0(iu)=-2\sum_{ia}\frac{2\Delta_{ai}|\langle i|x|a\rangle|^2}{(iu)^2-\Delta_{ai}^2}=4\sum_{ia}\frac{\Delta_{ai}|\langle i|x|a\rangle|^2}{\Delta_{ai}^2+u^2}.$$

There are 21 filled and 45 empty spatial orbitals, hence $21\times45=945$ pairs. The frontier levels lie at $-0.2201$ and $-0.0244$ hartree, a gap of $0.1958$ hartree. The sum gives

- in plane: $\alpha_0(0)=143.2$ bohr³ $=21.2$ Å³;
- out of plane: $\alpha_0(0)=26.6$ bohr³ $=3.94$ Å³;
- in plane at $u=0.50$ hartree: $\alpha_0(iu)=43.7$ bohr³.

Part (f) offers a route without orbitals. Let $F$, $S$ and $X$ be the Kohn–Sham, overlap and position matrices in the atomic basis, and let the columns of $C$ hold the orbitals. Since $C^T(zS-F)C$ is diagonal with entries $z-\varepsilon_p$, the Green matrix is $G(z)=(zS-F)^{-1}$, and

$$\alpha_0(iu)=-2\int_{-\infty}^{\infty}\frac{du'}{2\pi}\,\mathrm{Tr}\left[X\,G(\mu+iu'+iu)\,X\,G(\mu+iu')\right].$$

This expression contains every pair, and nothing in it discards the same-side ones by hand. It reproduces all three values above, and the in-plane static value is unchanged when $\mu$ moves from the middle of the gap to a quarter of it. A third route adds a small static field to the fixed matrix $F$ and measures the induced dipole; it confirms both static values. The numerical check also tests parts (a) and (e) against the full many-electron states of a four-site ring.

By the hexagonal symmetry, the two highest filled orbitals form a degenerate pair, and so do the two lowest empty ones. All four are of π type. Their four transitions have $\sum|\langle i|x|a\rangle|^2=4.033$ bohr² and contribute

$$\frac{4\times4.033}{0.1958}=82.4\ \text{bohr}^3,$$

or 57.5 percent of the in-plane static value. At $u=0.50$ hartree this part is multiplied by $0.1958^2/(0.1958^2+0.50^2)=0.133$ and falls to about 11 bohr³. The other pairs together fall from about 61 to 33 bohr³, a weaker reduction. Small-gap pairs are the first to be suppressed as $u$ grows, because each term depends on $u/\Delta_{ai}$.

For a field normal to the plane, the frontier π pairs contribute nothing. Both orbitals are odd under reflection in the plane and so is $z$, which makes the integrand of $\langle i|z|a\rangle$ odd.

These numbers describe the bare response in a small basis and are not converged with respect to it. In the aug-cc-pVDZ basis the in-plane static value rises to about 167 bohr³, the out-of-plane value to about 75 bohr³, nearly three times larger, and the in-plane value at $u=0.50$ hartree to about 50 bohr³. The gap falls to about $0.187$ hartree and the frontier share to about 55 percent. The induced density does not act back on the electrons through the Hartree or exchange-correlation potential, so they are not predictions of the measured polarizability.

## Computed values

```
Ring: max error of -iGG, atomic units: 8.0e-16
Ring: max error, time-ordered transform, a.u.: 3.4e-12
Ring: max error, retarded at iu, a.u.: 9.9e-15
Model: mu = 0, omega = 0.30, eta = 0.05 hartree
I(p empty, q filled; e_p=0.2, e_q=-0.5) = -2.35294 -0.58824i 1/hartree
I(p filled, q empty; e_p=-0.5, e_q=0.2) = -0.99010 -0.09901i 1/hartree
I(both empty; e_p=0.6, e_q=0.2) = 0.00000 +0.00000i 1/hartree
I(both filled; e_p=-0.3, e_q=-0.5) = 0.00000 +0.00000i 1/hartree
I(same empty level, omega=0; e_p=0.2, e_q=0.2) = 0.00000 +0.00000i 1/hartree
Thermal both-empty pair (0.5, 0.3), kT=0.10 hartree: -0.2037 1/hartree
Thermal both-empty pair (0.5, 0.3), kT=0.05 hartree: -0.0121 1/hartree
Benzene C-C, C-H lengths: 1.40, 1.09 angstrom
Filled, empty spatial orbitals: 21, 45
Filled-empty pairs: 945
Highest filled level: -0.22013 hartree
Lowest empty level: -0.02437 hartree
Gap: 0.19576 hartree
Mid-gap mu: -0.12225 hartree
In-plane alpha0(0), pair sum: 143.2429 bohr^3
In-plane alpha0(0), convolution: 143.2429 bohr^3
In-plane alpha0(0), mu at quarter gap: 143.2429 bohr^3
In-plane alpha0(0), small field: 143.2429 bohr^3
In-plane alpha0(0), converted: 21.226 angstrom^3
Out-of-plane alpha0(0), pair sum: 26.5605 bohr^3
Out-of-plane alpha0(0), convolution: 26.5605 bohr^3
Out-of-plane alpha0(0), small field: 26.5605 bohr^3
Out-of-plane alpha0(0), converted: 3.936 angstrom^3
Imaginary frequency u: 0.50 hartree
In-plane alpha0(iu), pair sum: 43.7058 bohr^3
In-plane alpha0(iu), convolution: 43.7058 bohr^3
Four frontier pi pairs, sum |<i|x|a>|^2: 4.0329 bohr^2
Four frontier pi pairs, part of alpha0(0): 82.4044 bohr^3
Four frontier pi pairs, share: 57.5 percent
```
